# Reconstructing a Star-Shaped Fermi Surface from Its Central Areas: a program that tests the result

```python
"""Lifshitz-Pogorelov reconstruction of a closed Fermi surface.

Result under test: for a centrosymmetric star-shaped surface of radius k(u),
    A_lm = pi * P_l(0) * (k^2)_lm ,
where A(n) is the area of the central section normal to n, P_l is a Legendre
polynomial, and both functions are expanded in orthonormal harmonics Y_lm.
Even degrees l can be inverted; odd degrees do not contribute to A.
Example: bcc metal, one electron per atom, lattice constant a, one Fourier
coefficient V110 of the pseudopotential. Units: nm, eV, tesla, kelvin.
"""
import math
import numpy as np
from scipy import constants as sc
from scipy.special import eval_legendre, lpmv

rng = np.random.default_rng(7)
LATTICE = 0.56                    # nm
V110 = 0.20                       # eV
FIELD, TEMPERATURE = 10.0, 1.0    # T, K
AREA_NOISE = 1e-4                 # relative, one standard deviation
KINETIC = sc.hbar**2 / (2 * sc.m_e) / sc.e * 1e18    # eV nm^2
UNIT_G = 2 * np.pi / LATTICE      # 1/nm
CUTOFFS = (4, 8, 12, 16)


def make_basis(max_square):
    """Reciprocal vectors of the bcc lattice and their potential couplings."""
    span = range(-2, 3)
    g = np.array([(i, j, k) for i in span for j in span for k in span
                  if (i + j + k) % 2 == 0 and i*i + j*j + k*k <= max_square])
    square = ((g[:, None] - g[None])**2).sum(-1)
    return g * UNIT_G, np.where(square == 2, V110, 0.0)


BASIS = make_basis(2)


def lowest_band(points, basis=BASIS):
    """Energy and k-gradient of the lowest band."""
    g, coupling = basis
    waves = points[:, None, :] + g[None]
    h = np.repeat(coupling[None], len(points), axis=0)
    index = np.arange(len(g))
    h[:, index, index] = KINETIC * (waves**2).sum(-1)
    values, vectors = np.linalg.eigh(h)
    weight = vectors[:, :, 0]**2
    return values[:, 0], 2 * KINETIC * (weight[:, :, None] * waves).sum(1)


def fermi_radius(rays, energy, origin=0.0, start=None, basis=BASIS):
    """Distance from origin to the surface along rays, and dE/dr there."""
    r = np.full(len(rays), math.sqrt(energy / KINETIC)) if start is None else start
    for _ in range(15):
        e, gradient = lowest_band(origin + r[:, None] * rays, basis)
        slope = (gradient * rays).sum(1)
        if np.max(np.abs(e - energy)) < 1e-11:
            return r, slope
        r = r - (e - energy) / slope
    raise RuntimeError("surface search did not converge")


def circles(normals, count, full=False):
    """Unit vectors on the great circles normal to the given directions."""
    helper = np.eye(3)[np.argmin(np.abs(normals), axis=1)]
    e1 = np.cross(normals, helper)
    e1 /= np.linalg.norm(e1, axis=1)[:, None]
    e2 = np.cross(normals, e1)
    phi = np.arange(count) * (2 * np.pi if full else np.pi) / count
    return (np.cos(phi)[None, :, None] * e1[:, None]
            + np.sin(phi)[None, :, None] * e2[:, None])


def central_areas(normals, energy, count=24):
    """Central areas and dA/dE; inversion makes half a circle sufficient."""
    rays = circles(normals, count).reshape(-1, 3)
    r, slope = fermi_radius(rays, energy)
    shape = (len(normals), count)
    return (np.pi * (r**2).reshape(shape).mean(1),
            2 * np.pi * (r / slope).reshape(shape).mean(1))


def harmonics(units, degrees):
    """Real orthonormal spherical harmonics and the degree of each column."""
    phi = np.arctan2(units[:, 1], units[:, 0])
    columns, labels = [], []
    for l in degrees:
        for m in range(l + 1):
            norm = math.sqrt((2*l + 1) / (4*math.pi)
                             * math.factorial(l - m) / math.factorial(l + m))
            base = norm * lpmv(m, l, units[:, 2])
            if m == 0:
                columns.append(base)
                labels.append(l)
            else:
                columns += [math.sqrt(2) * base * np.cos(m * phi),
                            math.sqrt(2) * base * np.sin(m * phi)]
                labels += [l, l]
    return np.array(columns).T, np.array(labels)


def random_units(count):
    v = rng.normal(size=(count, 3))
    return v / np.linalg.norm(v, axis=1)[:, None]


# Great-circle integral of harmonics, even and odd degrees
normals = random_units(5)
ring = circles(normals, 48, full=True)
y_ring, degree = harmonics(ring.reshape(-1, 3), range(10))
ring_integral = 2 * np.pi * y_ring.reshape(5, 48, -1).mean(1)
y_normal, _ = harmonics(normals, range(10))
assert np.allclose(ring_integral, 2*np.pi*eval_legendre(degree, 0.0)*y_normal,
                   atol=1e-11)
assert np.max(np.abs(ring_integral[:, degree % 2 == 1])) < 1e-11
for l in range(2, 17, 2):
    ratio = math.prod(range(1, l, 2)) / math.prod(range(2, l + 1, 2))
    assert abs(eval_legendre(l, 0.0) - (-1)**(l//2) * ratio) < 1e-12
assert abs(abs(eval_legendre(16, 0.0)) / math.sqrt(2/(16*math.pi)) - 1) < 0.02

# Area quantization: levels of a warped Hamiltonian with [q, p] = i
lower = np.diag(np.sqrt(np.arange(1, 120)), 1)
q2 = (lower + lower.T) @ (lower + lower.T) / 2
p2 = -(lower.T - lower) @ (lower.T - lower) / 2
levels = np.linalg.eigvalsh((q2 + p2)/2 + 0.02*(q2 @ q2 + p2 @ p2))[20:22]
angle = np.arange(400) * 2*np.pi/400
quartic = 0.02 * (np.cos(angle)**4 + np.sin(angle)**4)
orbit_area = [np.pi*np.mean((-0.5 + np.sqrt(0.25 + 4*quartic*e))/(2*quartic))
              for e in levels]
quantum_step = (orbit_area[1] - orbit_area[0]) / (2*np.pi)
assert abs(quantum_step - 1) < 5e-3

# Star-shaped dumbbell rho^2 = 0.3 + z^2 - z^4: the central area is a minimum
cosine = np.linspace(-1, 1, 20001)
difference = 1 - 2*cosine**2
r_squared = 0.6 / (difference + np.sqrt(difference**2 + 1.2*cosine**4))
rho_squared = r_squared * (1 - cosine**2)
height = np.sqrt(r_squared) * cosine
dumbbell_ratio = rho_squared.max() / rho_squared[10000]
dumbbell_height = abs(height[np.argmax(rho_squared)])
assert np.allclose(rho_squared, 0.3 + height**2 - height**4, atol=1e-10)
assert abs(dumbbell_height - math.sqrt(0.5)) < 1e-3
assert rho_squared[10000] < rho_squared[10200] < rho_squared.max()

# Hemisphere quadrature (weights doubled to represent the full sphere)
nodes, gauss = np.polynomial.legendre.leggauss(24)
z, gz = nodes[nodes > 0], gauss[nodes > 0]
azimuth = (np.arange(48) + 0.5) * 2*np.pi/48
zz, pp = np.meshgrid(z, azimuth, indexing="ij")
ss = np.sqrt(1 - zz**2)
sphere = np.stack([ss*np.cos(pp), ss*np.sin(pp), zz], -1).reshape(-1, 3)
weights = np.repeat(2 * gz * 2*np.pi/48, 48)

# Fermi energy from one electron per atom
free_radius = (3 * np.pi**2 * 2 / LATTICE**3)**(1/3)
fermi = KINETIC * free_radius**2
for _ in range(8):
    radius, slope = fermi_radius(sphere, fermi)
    excess = weights @ radius**3 / 3 - UNIT_G**3
    if abs(excess) < 1e-8 * UNIT_G**3:
        break
    fermi -= excess / (weights @ (radius**2 / slope))
assert abs(excess) < 1e-8 * UNIT_G**3
for fraction in np.linspace(0.08, 1, 10):
    _, gradient = lowest_band(fraction * radius[:, None] * sphere)
    assert np.min((gradient * sphere).sum(1)) > 0      # one crossing per ray

# Central area by Cartesian chords
axes = np.array([[1, 0, 0], [1, 1, 0], [1, 1, 1]], float)
axes /= np.linalg.norm(axes, axis=1)[:, None]
axis_radius, _ = fermi_radius(axes, fermi)
axis_area, axis_slope = central_areas(axes, fermi)
t = (np.arange(40) + 0.5) * np.pi/80
edge = axis_radius[0]
origin = np.outer(edge*np.sin(t), [1.0, 0, 0])
chord, _ = fermi_radius(np.tile([0.0, 1, 0], (40, 1)), fermi, origin,
                        edge*np.cos(t))
chord_area = 4 * np.sum(chord * edge * np.cos(t)) * np.pi/80
assert abs(chord_area / axis_area[0] - 1) < 1e-6

# The central section is stationary
tilted = np.array([[1.0, 2, 3]]) / math.sqrt(14)
plane_rays = circles(tilted, 48, full=True)[0]
section = []
for h in (-0.5, 0.0, 0.5):
    r, _ = fermi_radius(plane_rays, fermi, h*tilted,
                        np.full(48, math.sqrt(free_radius**2 - h*h)))
    section.append(np.pi * np.mean(r**2))
assert abs(section[0] - section[2]) < 1e-7 and section[1] > section[2]

# Areas over the hemisphere, expansion and inversion
areas, _ = central_areas(sphere, fermi)
even = range(0, 17, 2)
y_sphere, degree = harmonics(sphere, even)
legendre = eval_legendre(degree, 0.0)
area_lm = y_sphere.T @ (weights * areas)
square_lm = area_lm / (np.pi * legendre)
direct_lm = y_sphere.T @ (weights * radius**2)
coefficient_error = np.max(np.abs(square_lm - direct_lm))
assert coefficient_error < 1e-4

checks = np.vstack([axes, random_units(300)])
true_radius, _ = fermi_radius(checks, fermi)
y_check, _ = harmonics(checks, even)
rebuilt, worst = {}, {}
for cutoff in CUTOFFS:
    use = degree <= cutoff
    rebuilt[cutoff] = np.sqrt(y_check[:, use] @ square_lm[use])
    worst[cutoff] = np.max(np.abs(rebuilt[cutoff] - true_radius))
assert worst[4] > worst[8] > worst[12] > worst[16]
assert worst[16] < 5e-4
electron_count = weights @ (y_sphere @ square_lm)**1.5 / 3 / UNIT_G**3
assert abs(electron_count - 1) < 1e-5

# Noise propagation, compared with simulated least-squares fits
count = len(sphere)


def noise_formula(cutoff, noise):
    l = np.arange(0, cutoff + 1, 2)
    return noise/2 * math.sqrt(np.sum((2*l + 1)/eval_legendre(l, 0.0)**2)/count)


number = np.arange(count)
height = (number + 0.5) / count
turn = number * np.pi * (3 - math.sqrt(5))
side = np.sqrt(1 - height**2)
spread = np.stack([side*np.cos(turn), side*np.sin(turn), height], -1)
y_fit, l_fit = harmonics(spread, range(0, 9, 2))
design = np.pi * eval_legendre(l_fit, 0.0) * y_fit
noise = AREA_NOISE*np.pi*free_radius**2 * rng.normal(size=(count, 400))
fit = np.linalg.lstsq(design, noise, rcond=None)[0]
noisy = np.sqrt(free_radius**2 + y_sphere[:, degree <= 8] @ fit) / free_radius - 1
simulated = math.sqrt(np.mean(weights @ noisy**2) / (4*np.pi))
assert abs(simulated / noise_formula(8, AREA_NOISE) - 1) < 0.10

# Cyclotron mass and thermal damping
plus, _ = central_areas(axes, fermi + 0.005)
minus, _ = central_areas(axes, fermi - 0.005)
assert np.allclose((plus - minus)/0.01, axis_slope, rtol=1e-3)
mass = KINETIC * axis_slope / np.pi
x = np.linspace(-45, 45, 9001)
phase_rate = sc.hbar/(sc.e*FIELD) * axis_slope[0]*1e18/sc.e * sc.k*TEMPERATURE
damping = np.sum(np.cos(phase_rate*x)/(4*np.cosh(x/2)**2)) * (x[1] - x[0])
big_x = 2*np.pi**2*sc.k*TEMPERATURE*mass[0]*sc.m_e/(sc.hbar*sc.e*FIELD)
assert abs(damping - big_x/math.sinh(big_x)) < 1e-6

# Random misorientation by one degree, zone boundary, plane-wave cutoff
chosen = rng.choice(count, 150, replace=False)
tangent = np.cross(sphere[chosen], random_units(150))
tangent /= np.linalg.norm(tangent, axis=1)[:, None]
one_degree = math.radians(1)
turned = math.cos(one_degree)*sphere[chosen] + math.sin(one_degree)*tangent
turned_area, _ = central_areas(turned, fermi)
tilt_noise = math.sqrt(np.mean((turned_area/areas[chosen] - 1)**2))
clearance = UNIT_G/math.sqrt(2) - axis_radius[1]
inverse_length = math.sqrt(sc.e*FIELD/sc.hbar) * 1e-9
assert clearance > 0
large_radius, _ = fermi_radius(axes, fermi, basis=make_basis(6))
warp = axis_radius[1] - axis_radius[0]
large_warp = large_radius[1] - large_radius[0]

frequency = sc.hbar*axis_area*1e18/(2*np.pi*sc.e)
print(f"Lattice constant {LATTICE:.2f} nm; V110 {V110:.2f} eV")
print(f"Free-electron Fermi radius {free_radius:.4f} 1/nm")
print(f"Fermi energy, zero at mean potential: {fermi:.4f} eV")
print(f"Area step per level / (2 pi), warped test: {quantum_step:.5f}")
print(f"Dumbbell: largest/central area {dumbbell_ratio:.4f}, "
      f"at height {dumbbell_height:.3f} (model units)")
print(f"Normal [123]: central area {section[1]:.4f} 1/nm^2")
print(f"Normal [123]: area at height 0.5 1/nm: {section[2]:.4f} 1/nm^2")
print(f"Normal [100]: area by chords {chord_area:.5f} 1/nm^2")
for i, name in enumerate(("[100]", "[110]", "[111]")):
    print(f"{name} central area {axis_area[i]:.5f} 1/nm^2, "
          f"frequency {frequency[i]/1000:.4f} kT")
    print(f"{name} radius direct {axis_radius[i]:.5f}, rebuilt L=16 "
          f"{rebuilt[16][i]:.5f}, sqrt(A/pi) "
          f"{math.sqrt(axis_area[i]/np.pi):.5f} 1/nm")
print("Coefficient norms over m, in 1/nm^2:")
for l in (0, 2, 4, 6, 8):
    pick = degree == l
    print(f"l={l}: P_l(0) {eval_legendre(l, 0.0):+.5f}, area "
          f"{np.linalg.norm(area_lm[pick]):.5f}, k^2 from areas "
          f"{np.linalg.norm(square_lm[pick]):.5f}, direct "
          f"{np.linalg.norm(direct_lm[pick]):.5f}")
print(f"Largest coefficient mismatch, l<=16: {coefficient_error:.1e} 1/nm^2")
print(f"Directions on hemisphere {count}; relative area noise {AREA_NOISE:.1e}")
for cutoff in CUTOFFS:
    print(f"L={cutoff}: largest truncation error {worst[cutoff]:.1e} 1/nm, "
          f"rms noise {noise_formula(cutoff, AREA_NOISE)*free_radius:.1e} 1/nm")
print(f"L=8 relative radius noise: formula {noise_formula(8, AREA_NOISE):.3e}, "
      f"simulated {simulated:.3e}")
print(f"Electrons per atom from rebuilt surface: {electron_count:.7f}")
print(f"Band cyclotron mass, field [100]: {mass[0]:.4f} electron masses")
print(f"Field {FIELD:.1f} T, temperature {TEMPERATURE:.1f} K")
print(f"Thermal amplitude factor {damping:.4f}")
print(f"Thermal energy / Fermi energy {sc.k*TEMPERATURE/sc.e/fermi:.1e}")
print(f"Levels below Fermi energy, F/B: {frequency[0]/FIELD:.0f}")
print(f"One-degree random tilt: rms relative area error {tilt_noise:.2e}")
print(f"Same tilt, L=8: rms radius error "
      f"{noise_formula(8, tilt_noise)*free_radius:.1e} 1/nm")
print(f"Clearance from zone face along [110]: {clearance:.4f} 1/nm")
print(f"Inverse magnetic length {inverse_length:.4f} 1/nm")
print(f"Radius difference [110]-[100]: 13 waves {warp:.5f}, "
      f"43 waves {large_warp:.5f} 1/nm")
print("OK")
```

Printed output:

```
Lattice constant 0.56 nm; V110 0.20 eV
Free-electron Fermi radius 6.9603 1/nm
Fermi energy, zero at mean potential: 1.7793 eV
Area step per level / (2 pi), warped test: 0.99987
Dumbbell: largest/central area 1.8333, at height 0.707 (model units)
Normal [123]: central area 152.2136 1/nm^2
Normal [123]: area at height 0.5 1/nm: 151.4288 1/nm^2
Normal [100]: area by chords 152.17847 1/nm^2
[100] central area 152.17847 1/nm^2, frequency 15.9419 kT
[100] radius direct 6.95145, rebuilt L=16 6.95146, sqrt(A/pi) 6.95988 1/nm
[110] central area 152.14844 1/nm^2, frequency 15.9387 kT
[110] radius direct 6.97134, rebuilt L=16 6.97131, sqrt(A/pi) 6.95919 1/nm
[111] central area 152.39306 1/nm^2, frequency 15.9643 kT
[111] radius direct 6.95800, rebuilt L=16 6.95800, sqrt(A/pi) 6.96478 1/nm
Coefficient norms over m, in 1/nm^2:
l=0: P_l(0) +1.00000, area 539.52622, k^2 from areas 171.73653, direct 171.73653
l=2: P_l(0) -0.50000, area 0.00000, k^2 from areas 0.00000, direct 0.00000
l=4: P_l(0) +0.37500, area 0.17280, k^2 from areas 0.14667, direct 0.14667
l=6: P_l(0) -0.31250, area 0.16970, k^2 from areas 0.17285, direct 0.17285
l=8: P_l(0) +0.27344, area 0.03746, k^2 from areas 0.04360, direct 0.04360
Largest coefficient mismatch, l<=16: 3.1e-08 1/nm^2
Directions on hemisphere 576; relative area noise 1.0e-04
L=4: largest truncation error 9.3e-03 1/nm, rms noise 1.3e-04 1/nm
L=8: largest truncation error 6.1e-04 1/nm, rms noise 3.1e-04 1/nm
L=12: largest truncation error 1.0e-04 1/nm, rms noise 5.2e-04 1/nm
L=16: largest truncation error 3.0e-05 1/nm, rms noise 7.7e-04 1/nm
L=8 relative radius noise: formula 4.397e-05, simulated 4.404e-05
Electrons per atom from rebuilt surface: 1.0000000
Band cyclotron mass, field [100]: 1.0275 electron masses
Field 10.0 T, temperature 1.0 K
Thermal amplitude factor 0.7015
Thermal energy / Fermi energy 4.8e-05
Levels below Fermi energy, F/B: 1594
One-degree random tilt: rms relative area error 3.01e-05
Same tilt, L=8: rms radius error 9.2e-05 1/nm
Clearance from zone face along [110]: 0.9624 1/nm
Inverse magnetic length 0.1233 1/nm
Radius difference [110]-[100]: 13 waves 0.01989, 43 waves 0.02051 1/nm
OK
```
